# When NOE Distances Are Not r^-6 Averages: Jumps Faster Than Tumbling: a numerical check

```python
"""
Result under test: the NOE cross-relaxation rate of a proton pair that jumps
between two sites measures
  B = <r^-6>                                  for jumps slower than tumbling,
  A = (4 pi/5) sum_m |<Y2m / r^3>|^2           for jumps faster than tumbling,
and in general sigma = K^2/10 [A f(tau_c) + (B-A) f(tau_e)], where
  f(t) = 6t/(1+4 w^2 t^2) - t,  1/tau_e = 1/tau_c + k,
  K = mu0 gamma^2 hbar/(4 pi), w = Larmor angular frequency,
  k = sum of forward and backward jump rates, tau_c = tumbling time (rank 2).
Independent road: Redfield double commutators of the dipolar Hamiltonian on a
Markov chain of 60 icosahedral orientations times two sites. Rank-2 functions
are irreducible in that group, so they decay as in isotropic tumbling.
Lengths are in angstrom, times in seconds.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import lpmv

gamma = const.physical_constants["proton gyromag. ratio"][0]
K = const.mu_0 / (4 * np.pi) * gamma**2 * const.hbar * 1e30  # angstrom^3/s


def P2(x):
    return 1.5 * x**2 - 0.5


def rotation(axis, angle):
    x, y, z = np.array(axis, float) / np.linalg.norm(axis)
    cross = np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]])
    return np.eye(3) + np.sin(angle) * cross \
        + (1 - np.cos(angle)) * cross @ cross


# ---- icosahedral rotation group and its tumbling generator
golden = (1 + 5**0.5) / 2
generators = [rotation([0, 1, golden], 2 * np.pi / 5),
              rotation([1, 1, 1], 2 * np.pi / 3)]


def key(matrix):
    return tuple(np.rint(matrix * 1000).astype(int).ravel())


group = [np.eye(3)]
index = {key(group[0]): 0}
for element in group:  # the list grows until the group is closed
    for g in generators:
        new = g @ element
        if key(new) not in index:
            index[key(new)] = len(group)
            group.append(new)
    assert len(group) <= 60
assert len(group) == 60
fifth_turns = [g for g in group
               if abs(np.trace(g) - 1 - 2 * np.cos(2 * np.pi / 5)) < 1e-8]
assert len(fifth_turns) == 12
tumble = -np.eye(60)
for a, element in enumerate(group):
    for turn in fifth_turns:
        tumble[a, index[key(turn @ element)]] += 1 / 12

# ---- spin operators of two spins 1/2
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
spin_I = np.array([np.kron(s, one) for s in (sx, sy, sz)])
spin_S = np.array([np.kron(one, s) for s in (sx, sy, sz)])
total_m = np.array([1, 0, 0, -1])


def commutator(a, b):
    return a @ b - b @ a


def redfield(vectors, p, k, tau_c, omega):
    """Auto- and cross-relaxation rates from the Hamiltonian, in 1/s."""
    jump = k * np.array([[-p[1], p[1]], [p[0], -p[0]]])
    L = np.kron(tumble / tau_c, np.eye(2)) + np.kron(np.eye(60), jump)
    weight = np.kron(np.ones(60) / 60, p)
    ham = []
    for g in group:
        for v in vectors:
            r = np.linalg.norm(v)
            u = g @ v / r
            iu = np.tensordot(u, spin_I, 1)
            su = np.tensordot(u, spin_S, 1)
            dot = sum(spin_I[c] @ spin_S[c] for c in range(3))
            ham.append(K / r**3 * (dot - 3 * iu @ su))
    ham = np.array(ham)
    # the Hamiltonian has zero mean; this term only removes the null vector
    lift = np.outer(np.ones(120), weight) / tau_c
    integrated = np.zeros_like(ham)
    for q in range(-2, 3):
        rows, cols = np.where(total_m[:, None] - total_m[None, :] == q)
        matrix = 1j * q * omega * np.eye(120) - L + lift
        integrated[:, rows, cols] = np.linalg.solve(matrix,
                                                    ham[:, rows, cols])
    rates = []
    for source in (spin_I[2], spin_S[2]):
        double = commutator(ham, commutator(integrated, source))
        traces = np.trace(spin_I[2] @ double, axis1=1, axis2=2)
        rates.append((weight @ traces).real / np.trace(source @ source).real)
    return rates[0], rates[1]


def site_vectors(r1, r2, degrees):
    t = np.radians(degrees)
    return [np.array([0, 0, r1]), r2 * np.array([np.sin(t), 0, np.cos(t)])]


def averages(r1, r2, degrees, p):
    """Fast-limit average A and slow-limit average B for two sites."""
    A = p[0]**2 / r1**6 + p[1]**2 / r2**6 + \
        2 * p[0] * p[1] * P2(np.cos(np.radians(degrees))) / (r1 * r2)**3
    return A, p[0] / r1**6 + p[1] / r2**6


def tropp_average(vectors, p):
    """Average Y2m/r^3 over the sites first, then square and sum over m."""
    total = 0
    for m in range(-2, 3):
        n = abs(m)
        norm = math.sqrt(5 / (4 * math.pi) * math.factorial(2 - n)
                         / math.factorial(2 + n))
        mean = 0
        for weight, v in zip(p, vectors):
            r = np.linalg.norm(v)
            phase = np.exp(1j * m * np.arctan2(v[1], v[0]))
            mean += weight * norm * lpmv(n, 2, v[2] / r) * phase / r**3
        total += abs(mean)**2
    return 4 * np.pi / 5 * total


def f(t, omega):
    return 6 * t / (1 + 4 * omega**2 * t**2) - t


def rates_formula(A, B, k, tau_c, omega):
    tau_e = 1 / (1 / tau_c + k)

    def J(w):
        return A * tau_c / (1 + (w * tau_c)**2) \
            + (B - A) * tau_e / (1 + (w * tau_e)**2)
    auto = K**2 / 10 * (J(0) + 3 * J(omega) + 6 * J(2 * omega))
    cross = K**2 / 10 * (A * f(tau_c, omega) + (B - A) * f(tau_e, omega))
    return auto, cross


# ---- model parameters
r1, r2, angle = 2.5, 4.0, 60.0
p = np.array([0.5, 0.5])
frequency = 600e6
omega = 2 * np.pi * frequency
tau_c = 5e-9
r_ref = 1.8
vectors = site_vectors(r1, r2, angle)
A, B = averages(r1, r2, angle, p)
mean_r3 = p[0] / r1**3 + p[1] / r2**3


def rigid(r, tc, w):
    v = np.array([0, 0, r])
    return redfield([v, v], p, 1 / tc, tc, w)


def apparent(vecs, pops, k, tc, w):
    """Distance read from sigma by calibration on a rigid pair."""
    sigma = redfield(vecs, pops, k, tc, w)[1]
    return r_ref * (rigid(r_ref, tc, w)[1] / sigma)**(1 / 6), sigma


# ---- test: P2(b.u) is an eigenfunction of the Laplacian on the sphere
th, ph, al = sp.symbols("theta phi alpha")
cosine = sp.sin(th) * sp.cos(ph) * sp.sin(al) + sp.cos(th) * sp.cos(al)
func = (3 * cosine**2 - 1) / 2
laplacian = sp.diff(sp.sin(th) * sp.diff(func, th), th) / sp.sin(th) \
    + sp.diff(func, ph, 2) / sp.sin(th)**2
residual = sp.lambdify((th, ph, al), laplacian + 6 * func, "math")
for point in [(0.7, 0.3, 1.1), (1.9, 2.4, 0.5), (2.5, 4.0, 2.2)]:
    assert abs(residual(*point)) < 1e-10

# ---- test: average over field directions, by quadrature
nodes, node_weights = np.polynomial.legendre.leggauss(8)
azimuth = 2 * np.pi * np.arange(12) / 12
rng = np.random.default_rng(7)
for _ in range(5):
    u, v = rng.normal(size=(2, 3))
    u, v = u / np.linalg.norm(u), v / np.linalg.norm(v)
    mean = 0
    for c, w in zip(nodes, node_weights):
        s = np.sqrt(1 - c * c)
        b = np.array([s * np.cos(azimuth), s * np.sin(azimuth),
                      c * np.ones(12)])
        mean += w / 2 * np.mean(P2(u @ b) * P2(v @ b))
    assert abs(mean - P2(u @ v) / 5) < 1e-12

# ---- test: spherical-harmonic form against the two-site form, and ordering
for _ in range(20):
    a1, a2 = rng.uniform(2, 5, 2)
    deg, w1 = rng.uniform(0, 180), rng.uniform(0.05, 0.95)
    pops = np.array([w1, 1 - w1])
    turn = rotation(rng.normal(size=3), rng.uniform(0, 3))
    vecs = [turn @ v for v in site_vectors(a1, a2, deg)]
    assert np.isclose(tropp_average(vecs, pops),
                      averages(a1, a2, deg, pops)[0], rtol=1e-10, atol=1e-15)
for _ in range(200):
    n = rng.integers(2, 7)
    vecs = rng.normal(size=(n, 3))
    lengths = rng.uniform(2, 5, n)
    vecs *= (lengths / np.linalg.norm(vecs, axis=1))[:, None]
    pops = rng.dirichlet(np.ones(n))
    plain = (pops @ lengths**-3.0)**2
    assert tropp_average(vecs, pops) <= plain * (1 + 1e-12)
    assert plain <= pops @ lengths**-6.0 * (1 + 1e-12)

# ---- test: full rates from the Hamiltonian against the derived formulas
for pops in (p, np.array([0.8, 0.2])):
    for deg in (25.0, 60.0, 90.0):
        for k in (1e6, 3e8, 1e10, 1e12):
            full = redfield(site_vectors(r1, r2, deg), pops, k, tau_c, omega)
            derived = rates_formula(*averages(r1, r2, deg, pops),
                                    k, tau_c, omega)
            assert np.allclose(full, derived, rtol=1e-6, atol=0)

# ---- test: the two limits, the frozen direction, the right-angle jump
r_slow, r_fast = B**(-1 / 6), A**(-1 / 6)
r_plain = mean_r3**(-1 / 3)
assert abs(apparent(vectors, p, 1e3, tau_c, omega)[0] / r_slow - 1) < 1e-4
assert abs(apparent(vectors, p, 1e14, tau_c, omega)[0] / r_fast - 1) < 1e-4
r_frozen = apparent(site_vectors(r1, r2, 0), p, 1e14, tau_c, omega)[0]
assert abs(r_frozen / r_plain - 1) < 1e-4
r_right = apparent(site_vectors(r1, r1, 90), p, 1e14, tau_c, omega)[0]
assert abs(r_right / (2**(1 / 3) * r1) - 1) < 1e-4

# ---- test: extreme narrowing law
short = 1e-11
for k in (1e10, 1e11, 1e12):
    low = 1e-4 / short
    ratio = redfield(vectors, p, k, short, low)[1] / rigid(1.0, short, low)[1]
    assert np.isclose(ratio, A + (B - A) / (1 + k * short), rtol=1e-6, atol=0)

# ---- test: rigid pair has no NOE at omega*tau_c = sqrt(5)/2
auto_null, cross_null = rigid(r1, np.sqrt(5) / 2 / omega, omega)
assert abs(cross_null / auto_null) < 1e-8

# ---- test: one averaged rate matrix needs exchange faster than relaxation
site_matrices = []
for r in (r1, r2):
    auto, cross = rigid(r, tau_c, omega)
    site_matrices.append(np.array([[auto, cross], [cross, auto]]))
mixing = 0.3


def transfer(k):
    """Magnetization passed from I to S, summed over both conformers."""
    M = np.zeros((4, 4))
    M[:2, :2] = -site_matrices[0] - k * p[1] * np.eye(2)
    M[2:, 2:] = -site_matrices[1] - k * p[0] * np.eye(2)
    M[2:, :2] = k * p[1] * np.eye(2)
    M[:2, 2:] = k * p[0] * np.eye(2)
    end = expm(M * mixing) @ np.array([p[0], 0, p[1], 0])
    return end[1] + end[3]


mean_matrix = p[0] * site_matrices[0] + p[1] * site_matrices[1]
transfer_mean = expm(-mean_matrix * mixing)[1, 0]
transfer_quick, transfer_late = transfer(1e6), transfer(0.01)
assert abs(transfer_quick / transfer_mean - 1) < 1e-4
assert abs(transfer_late / transfer_mean - 1) > 0.05

# ---- worked example
print(f"site distances r1, r2 = {r1:.1f}, {r2:.1f} angstrom")
print(f"populations p1, p2 = {p[0]:.2f}, {p[1]:.2f}")
print(f"angle between site directions = {angle:.0f} degrees")
print(f"P2(cos angle) = {P2(np.cos(np.radians(angle))):.4f}")
print(f"proton frequency = {frequency / 1e6:.0f} MHz")
print(f"tumbling time tau_c = {tau_c * 1e9:.1f} ns")
print(f"omega*tau_c = {omega * tau_c:.2f}")
print(f"dipolar constant K = {K:.4e} angstrom^3/s")
print(f"r1^-6 = {r1**-6:.4e} angstrom^-6")
print(f"r2^-6 = {r2**-6:.4e} angstrom^-6")
print(f"(r1 r2)^-3 = {(r1 * r2)**-3:.4e} angstrom^-6")
print(f"slow average B = {B:.4e} angstrom^-6")
print(f"plain <r^-3>^2 = {mean_r3**2:.4e} angstrom^-6")
print(f"fast average A = {A:.4e} angstrom^-6")
print(f"ratio A/B = {A / B:.4f}")
print(f"distance from B = {r_slow:.3f} angstrom")
print(f"distance from plain <r^-3> = {r_plain:.3f} angstrom")
print(f"distance from A (Tropp) = {r_fast:.3f} angstrom")
print(f"Tropp distance over r^-6 distance = {r_fast / r_slow:.4f}")
print(f"rigid reference distance = {r_ref:.1f} angstrom")
print(f"reference sigma = {rigid(r_ref, tau_c, omega)[1]:.4f} 1/s")
print("jump rate k (1/s), k*tau_c, sigma (1/s), distance (angstrom):")
table = {}
for k in (1e6, 1e7, 1e8, 1e9, 1e10, 1e11, 1e12):
    table[k], sigma = apparent(vectors, p, k, tau_c, omega)
    print(f"  {k:.0e}  {k * tau_c:9.3f}  {sigma:8.4f}  {table[k]:.3f}")
assert table[1e10] > 1.005 * r_fast  # overshoot beyond the fast limit
for k in (1e10, 1e12):
    tau_e = 1 / (1 / tau_c + k)
    rest = (B - A) * f(tau_e, omega) / (A * f(tau_c, omega))
    print(f"fast term / slow term at k = {k:.0e} 1/s: {rest:.4f}")
auto_slow = redfield(vectors, p, 1e6, tau_c, omega)[0]
print(f"auto-relaxation rate at k = 1e+06 1/s: {auto_slow:.4f} 1/s")
false_p1 = (A - r2**-6) / (r1**-6 - r2**-6)
print(f"p1 if A is misread as an r^-6 average = {false_p1:.3f}")
print(f"equal lengths {r1:.1f} angstrom, 90 degree jump, fast limit:")
print(f"  apparent distance = {r_right:.3f} angstrom")
r_small = apparent(vectors, p, 1e10, short, omega)[0]
print(f"small molecule: tau_c = {short * 1e12:.0f} ps, k = 1e+10 1/s")
print(f"  omega*tau_c = {omega * short:.4f}, k*tau_c = {1e10 * short:.2f}")
print(f"  apparent distance = {r_small:.3f} angstrom")
print(f"I-to-S transfer after {mixing:.1f} s (fraction of initial I):")
print(f"  averaged rate matrix = {transfer_mean:.4f}")
print(f"  exchange at 1e+06 1/s = {transfer_quick:.4f}")
print(f"  exchange at 0.01 1/s = {transfer_late:.4f}")
print("success")
```

It prints:

```
site distances r1, r2 = 2.5, 4.0 angstrom
populations p1, p2 = 0.50, 0.50
angle between site directions = 60 degrees
P2(cos angle) = -0.1250
proton frequency = 600 MHz
tumbling time tau_c = 5.0 ns
omega*tau_c = 18.85
dipolar constant K = 7.5474e+05 angstrom^3/s
r1^-6 = 4.0960e-03 angstrom^-6
r2^-6 = 2.4414e-04 angstrom^-6
(r1 r2)^-3 = 1.0000e-03 angstrom^-6
slow average B = 2.1701e-03 angstrom^-6
plain <r^-3>^2 = 1.5850e-03 angstrom^-6
fast average A = 1.0225e-03 angstrom^-6
ratio A/B = 0.4712
distance from B = 2.779 angstrom
distance from plain <r^-3> = 2.929 angstrom
distance from A (Tropp) = 3.151 angstrom
Tropp distance over r^-6 distance = 1.1336
rigid reference distance = 1.8 angstrom
reference sigma = -8.3385 1/s
jump rate k (1/s), k*tau_c, sigma (1/s), distance (angstrom):
  1e+06      0.005   -0.6138  2.780
  1e+07      0.050   -0.5998  2.791
  1e+08      0.500   -0.5058  2.872
  1e+09      5.000   -0.3364  3.074
  1e+10     50.000   -0.2715  3.185
  1e+11    500.000   -0.2868  3.156
  1e+12   5000.000   -0.2897  3.151
fast term / slow term at k = 1e+10 1/s: -0.0636
fast term / slow term at k = 1e+12 1/s: -0.0011
auto-relaxation rate at k = 1e+06 1/s: 0.6243 1/s
p1 if A is misread as an r^-6 average = 0.202
equal lengths 2.5 angstrom, 90 degree jump, fast limit:
  apparent distance = 3.150 angstrom
small molecule: tau_c = 10 ps, k = 1e+10 1/s
  omega*tau_c = 0.0377, k*tau_c = 0.10
  apparent distance = 2.802 angstrom
I-to-S transfer after 0.3 s (fraction of initial I):
  averaged rate matrix = 0.1539
  exchange at 1e+06 1/s = 0.1539
  exchange at 0.01 1/s = 0.1349
success
```
